The ordering of microcanonical, improved canonical and canonical variational rates

Once the energy levels on a set of dividing surfaces have been computed, a choice remains. One may select a single surface for each temperature, or select a surface separately for each energy. A third option is to keep one surface per temperature but discard the flux below the reaction threshold. The theorem below says in which direction each choice moves the rate. It also supplies a check: if rates computed from the same levels violate the ordering, the calculation contains an inconsistency.

**1. Setting and assumptions**

Let s label the dividing surfaces of one fixed family. Motion across a surface is classical, with momentum p and effective mass μ. All other motion at fixed s is bound and quantized, with levels sorted by energy and repeated according to degeneracy:

ε_1(s) ≤ ε_2(s) ≤ ε_3(s) ≤ …

The levels include the potential energy on the surface and the zero-point energy of the bound modes. They are measured from the minimum of the reactant potential. The number of levels open at total energy E is

N(E,s) = number of j with ε_j(s) ≤ E.

Write β = 1/(k_B T). The assumptions are as follows.

(a) All variational theories use the same surfaces and the same levels.

(b) All rates use the same reactant partition function Φ, with the same energy zero.

(c) For each s the sum Σ_j e^(−βε_j(s)) is finite.

(d) The threshold E0 = sup_s ε_1(s) is finite.

(e) No tunnelling or recrossing factor is applied.

The symbols inf and sup stand for minimum and maximum, and allow for the possibility that no surface attains them.

**2. From flux to level counting**

**Lemma 1.** The transition-state rate through surface s is

k(T,s) = [1/(hΦ)] ∫ N(E,s) e^(−βE) dE = [k_B T/(hΦ)] Z(s),

where

Z(s) = Σ_j e^(−βε_j(s)).

The integral runs over all energies; N vanishes below ε_1(s).

Proof. In equilibrium with the reactants, systems in level j with momentum between p and p + dp have a density along the reaction coordinate of (dp/h) e^(−β[p²/(2μ)+ε_j])/Φ. They cross the surface with velocity p/μ. Transition-state theory counts every crossing towards products, p > 0, as a reaction:

k(T,s) = (1/Φ) Σ_j ∫_0^∞ (dp/h) (p/μ) e^(−β[p²/(2μ)+ε_j(s)]).

For fixed j, let E = p²/(2μ) + ε_j(s). Then dE = (p/μ) dp, so the mass cancels, and the lower limit p = 0 becomes E = ε_j(s):

k(T,s) = [1/(hΦ)] Σ_j ∫_{ε_j(s)}^∞ e^(−βE) dE.

All terms are nonnegative, so the sum and integral may be interchanged. At energy E the sum contains one term for each level with ε_j(s) ≤ E, that is, N(E,s) terms. This gives the first form. Doing each integral instead gives

∫_{ε_j}^∞ e^(−βE) dE = e^(−βε_j)/β,

and 1/β = k_B T gives the second form. ∎

Comparing the two forms gives an identity used repeatedly below:

Z(s) = β ∫ N(E,s) e^(−βE) dE.

Since every theory has the same prefactor k_B T/(hΦ), it is enough to compare the dimensionless quantities Z.

**3. The three variational rates**

Canonical variational theory (CVT) chooses the surface after the energy integration:

Z_C = inf_s β ∫ N(E,s) e^(−βE) dE.

Microcanonical variational theory (μVT) chooses it before the integration. With N_min(E) = inf_s N(E,s),

Z_μ = β ∫ N_min(E) e^(−βE) dE.

This integral is well defined because N_min, like each N(E,s), never decreases as E rises.

Improved canonical variational theory (ICVT) uses one surface for all energies above the threshold and counts nothing below it:

Z_I = inf_s β ∫_{E0}^∞ N(E,s) e^(−βE) dE.

Conventional transition-state theory (TST) uses Z(s) at a preassigned surface, here the saddle point of the potential.

**4. The theorem**

**Theorem.** Under assumptions (a) to (e),

k_μVT ≤ k_ICVT ≤ k_CVT.

If the conventional surface belongs to the family, then also k_CVT ≤ k_TST.

Proof. Consider first the microcanonical and canonical rates alone. For every energy and every surface,

N_min(E) ≤ N(E,s).

Multiplication by β e^(−βE), which is positive, and integration preserve the inequality:

Z_μ ≤ β ∫ N(E,s) e^(−βE) dE = Z(s).

The left side does not depend on s, so it is a lower bound for every Z(s). The infimum is the greatest lower bound, hence Z_μ ≤ Z_C.

To place ICVT, take E < E0. Since E0 is the least upper bound of ε_1(s), some surface has ε_1(s) > E. That surface has no open level, so

N_min(E) = 0 for E < E0.

The microcanonical integral therefore starts at E0. Above E0 the inequality N_min ≤ N still holds, and for every s

Z_μ = β ∫_{E0}^∞ N_min(E) e^(−βE) dE ≤ β ∫_{E0}^∞ N(E,s) e^(−βE) dE.

Taking the infimum on the right gives Z_μ ≤ Z_I.

Finally, for each s the full integral exceeds the restricted one by a nonnegative amount:

Z(s) − β ∫_{E0}^∞ N(E,s) e^(−βE) dE = β ∫_{−∞}^{E0} N(E,s) e^(−βE) dE ≥ 0.

Thus Z(s) is at least the restricted integral on the same surface, which is at least Z_I. Taking the infimum over s gives Z_I ≤ Z_C. If the conventional surface is in the family, its Z is one of those over which Z_C is the infimum, so Z_C ≤ Z_TST. Multiplication by k_B T/(hΦ) gives the rates. ∎

Physically, a CVT surface away from the maximum of ε_1 can have open levels at energies where another surface has none. CVT counts that flux. μVT assigns it zero, and so does ICVT. Above threshold, ICVT still makes all energies share one surface.

**5. The same ordering, level by level**

**Lemma 2.** The three quantities are

Z_C = inf_s Σ_j e^(−βε_j(s)),

Z_I = inf_s Σ_j e^(−β max[ε_j(s), E0]),

Z_μ = Σ_j e^(−β sup_s ε_j(s)).

Proof. The first line is Lemma 1. For the second, level j contributes to the restricted integral only where both E ≥ ε_j(s) and E ≥ E0. Its contribution is

β ∫_{max[ε_j(s),E0]}^∞ e^(−βE) dE = e^(−β max[ε_j(s),E0]).

For the third, N_min(E) ≥ j means that N(E,s) ≥ j on every surface. Because the levels are sorted, this means ε_j(s) ≤ E for every s, which is the same as sup_s ε_j(s) ≤ E. Hence N_min(E) is the number of j whose highest value along s does not exceed E. Integrating this step function term by term, as in Lemma 1, gives the result. If a supremum is infinite, its term is zero. ∎

For each j and s,

ε_j(s) ≤ max[ε_j(s), E0] ≤ sup_s′ ε_j(s′).

The second inequality holds because ε_j(s) cannot exceed its own supremum, and because E0 = sup ε_1 ≤ sup ε_j. Larger energies give smaller Boltzmann factors, so the theorem can be read term by term. ICVT raises the levels below E0 to E0 and leaves the others where they are. μVT raises each level to its highest value along the path.

**Corollary.** In ICVT the lowest level contributes e^(−βE0) on every surface.

Indeed ε_1(s) ≤ E0 by definition, so max[ε_1(s), E0] = E0. The position of the ICVT surface is therefore decided by the excited levels alone. In CVT the lowest level also takes part in that decision, and the two surfaces can lie far apart.

**6. Equality and the low-temperature limit**

Suppose a surface s_C attains the CVT minimum. Then

Z_C − Z_μ = β ∫ [N(E,s_C) − N_min(E)] e^(−βE) dE.

The integrand is nonnegative, so equality requires s_C to minimize N at almost every energy. Conversely, if one surface does so, its Z equals Z_μ; since Z_C cannot exceed that Z or lie below Z_μ, the two rates agree.

If instead Z_C = Z_I, consider the restricted sum Z_I(s_C) on the CVT surface. It satisfies

Z_I ≤ Z_I(s_C) ≤ Z(s_C) = Z_C = Z_I.

All these quantities are then equal, so lifting changes nothing at s_C and no level there lies below E0. Since ε_1(s_C) cannot exceed E0, it must equal E0. CVT and ICVT can thus agree only if the CVT surface lies at a maximum of ε_1. This condition is necessary but not sufficient, because another surface may have a smaller restricted sum.

For low temperature, suppose ε_1 attains E0 at s_0 and that ε_2(s_0) − E0 = Δ > 0. The first term of Z_μ and the value of Z at s_0 enclose all three theories:

e^(−βE0) ≤ Z_μ ≤ Z_I ≤ Z_C ≤ e^(−βE0) [1 + R(β)],

R(β) = Σ_{j≥2} e^(−β[ε_j(s_0)−E0]).

Fix some β_1 at which the sum is finite. For β > β_1, each exponent satisfies ε_j(s_0) − E0 ≥ Δ, so

R(β) ≤ e^(−(β−β_1)Δ) R(β_1).

The right side tends to zero as β grows. Each of the three Z values divided by e^(−βE0) therefore tends to 1, and so do their ratios to one another. The approach need not be monotonic in temperature.

**7. Why the cutoff is placed at E0**

Replace E0 in the ICVT integral by another cutoff E_c. Raising E_c removes nonnegative flux on every surface, so the minimized result cannot increase. For E_c < E0 it remains an upper bound to μVT, but is no tighter than ICVT.

For E_c > E0 the bound can fail. Take bound modes whose frequencies do not depend on s, and a potential V(s) with a highest point s_0. All levels then rise and fall together with V, so s_0 minimizes N at every energy. TST at s_0, CVT, ICVT and μVT coincide. With the higher cutoff, the restricted integral at s_0 is

Z_μ − β ∫_{E0}^{E_c} N_min(E) e^(−βE) dE.

At least one level is open above E0, so the subtracted term is positive. The minimum over surfaces is no larger than this value and therefore lies below Z_μ. Thus E0 is the highest cutoff that guarantees the ordering for every family satisfying the assumptions.

**8. Conditions that matter in practice**

Remark 1: level crossings. The levels in Lemma 2 are sorted afresh on each surface. Suppose instead that each level is followed by its quantum numbers n through crossings. Any label with sup_s ε_n(s) ≤ E is open on every surface, so the number of such labels cannot exceed N_min(E). Integration gives

Σ_n e^(−β sup_s ε_n(s)) ≤ Z_μ.

The labelled sum is then a lower bound to μVT, not in general its value.

Remark 2: tunnelling factors. A common factor preserves the theorem. With separate factors κ_μ and κ_C, the corrected μVT rate exceeds the corrected CVT rate whenever κ_μ/κ_C > k_CVT/k_μVT.

Remark 3: different surfaces. If μVT is minimized over fewer surfaces than CVT, its N_min can be too large and the proof no longer applies. The same holds if the levels come from different potentials.

Remark 4: what is bounded. The theorem compares approximate rates. It does not show that any of them bounds the exact quantum rate, since the reaction coordinate is classical while the other modes are quantized.

**9. A model with competing bottlenecks**

Consider a model reaction, not fitted to any molecule, with one relative translation in one dimension, of mass 10 u, and two harmonic modes bound transverse to the path. Energies and frequencies are in cm⁻¹, and x is a dimensionless path coordinate with reactants at negative x:

V(x) = 2500 sech²x,

ω_1(x) = 300 + 900 f(x),

ω_2(x) = 250 + 1250 f(x),

f(x) = 1/[1 + e^(−4(x−0.8))].

The levels are V + (n_1 + ½)ω_1 + (n_2 + ½)ω_2, with n_1, n_2 = 0, 1, 2, …. The potential favours a bottleneck near x = 0. The stiffening of the modes favours one at larger x, where the excited levels are widely spaced. The surfaces span −1 ≤ x ≤ 3 in steps of 0.002, so the positions quoted below are grid points and their last digit is uncertain by about one unit.

The lowest level is 2817.1 cm⁻¹ at the saddle and reaches its maximum at x = 0.038:

E0 = 2820.1 cm⁻¹ (33.74 kJ/mol).

It is convenient to remove the common threshold factor by defining S = Z e^(βE0).

At 1000 K, k_B T = 695.03 cm⁻¹. The CVT surface lies at x = 0.920 and has S = 5.007. Its lowest two levels are 2121.8 and 2977.7 cm⁻¹, so only the first is below threshold. Its contribution to S is

e^((2820.1−2121.8)/695.03) = e^1.0047 ≈ 2.731.

Lifting this level to E0 replaces 2.731 by 1, a reduction of 1.731. On the same surface S falls to

5.007 − 1.731 = 3.276.

The part removed is 1.731/5.007, or 34.6 % of the CVT flux. Minimizing again moves the surface to x = 1.258 and lowers S to 2.863, the ICVT value.

μVT gives S = 2.660. Most of the remaining difference, 0.203, comes from the second level. Its energy is 2969.0 cm⁻¹ on the ICVT surface, but its maximum along the path is 3133.5 cm⁻¹, at x = 0.104. The two contributions to S are

ICVT: e^(−(2969.0−2820.1)/695.03) ≈ 0.807,

μVT: e^(−(3133.5−2820.1)/695.03) ≈ 0.637.

Their difference is 0.170. The third, fourth and fifth levels have their maxima between x = 1.2 and x = 1.5. By the corollary the lowest level contributes the same amount to ICVT and μVT. No single surface puts the second level and the third to fifth levels at their maxima together, so by Lemma 2 a gap remains above the threshold.

To recover a rate, write Φ as a translational partition function per unit length, √(2πμk_B T)/h, times the reactant vibrational factor Q_vib. Then

k = √(k_B T/(2πμ)) e^(−βE0) S/Q_vib.

At 1000 K the square root is 3.638×10⁴ cm/s, Q_vib = 6.357 and e^(−βE0) ≈ 0.01729. The factor multiplying S is 98.95 cm/s, giving

k_CVT = 98.95 × 5.007 ≈ 495 cm/s,

k_ICVT = 98.95 × 2.863 ≈ 283 cm/s,

k_μVT = 98.95 × 2.660 ≈ 263 cm/s.

The unit is that of a bimolecular rate constant in one dimension. The rates relative to μVT are:

300 K: TST 1.21, CVT 1.17, ICVT 1.15.

600 K: TST 1.82, CVT 1.70, ICVT 1.11.

1000 K: TST 2.82, CVT 1.88, ICVT 1.08.

The threshold treatment closes 91 % of the gap between CVT and μVT at 1000 K, since (5.007 − 2.863)/(5.007 − 2.660) = 0.91. At 300 K the S values are 1.604, 1.582 and 1.372, and the corresponding fraction is only 0.09. There the CVT surface, at x = 0.062, is close to the maximum of ε_1: the model formulas give ε_1 = 2818.8 cm⁻¹ there, 1.3 cm⁻¹ below E0. With k_B T = 208.51 cm⁻¹, lifting this level lowers S by only e^(1.3/208.51) − 1 ≈ 0.006, so little flux lies below threshold. This alone does not fix the fraction, because ICVT may also move the surface. The restricted sum has a second local minimum near x = 1.12, with S = 1.599, but at 300 K this lies just above the value 1.582 reached near the barrier. The remaining gap belongs to energies above E0, which the cutoff leaves untouched.

At 600 K the CVT surface is still near the barrier, at x = 0.140, whereas the ICVT surface is at x = 1.178. This separation illustrates the corollary: once the lowest level contributes equally everywhere, the excited levels decide the position. Lifting on the CVT surface alone removes only 0.054 from S = 3.312, yet the move lowers S to 2.174 and closes 84 % of the gap to the μVT value 1.953.

At 50 K the S values for CVT, ICVT and μVT are 1.00020, 1.00017 and 1.00013, in accord with the low-temperature limit. The ICVT/μVT ratio is thus close to 1 at 50 K, rises to 1.15 at 300 K and falls again to 1.08 at 1000 K. These sizes belong to the chosen parameters. With the centre of f moved from 0.8 to 0.4, the CVT/μVT ratio at 1000 K falls from 1.88 to 1.18, and the fraction of the gap closed at 300 K rises from 0.09 to 0.99. Only the ordering is general.

Two further results show the conditions at work. Following labels through crossings gives 0.990 of the μVT sum at 1000 K. With both frequencies fixed at their reactant values, CVT and μVT coincide, but at 1000 K a cutoff 50 cm⁻¹ above threshold gives 0.993 of the μVT sum. The numerical check also compares the level formulas with direct integration of the counted levels, for this model on every fiftieth surface of its grid and for random level families.

Computed values

```
Barrier V0: 2500 cm^-1
Loose frequencies: 300, 250 cm^-1
Tight frequencies: 1200, 1500 cm^-1
Frequency switch: centre x = 0.8, steepness 4.0 (dimensionless)
Relative-motion mass: 10 u
Lowest level at saddle x=0: 2817.1 cm^-1
Threshold E0: 2820.1 cm^-1 = 33.74 kJ/mol, at x = 0.038
S below = level sum times exp(E0/kT), dimensionless
T = 300 K: kT = 208.51 cm^-1, reactant Qvib = 0.5019
  flux speed sqrt(kT/(2 pi mass)) = 1.9925e+04 cm/s
  x(CVT) = 0.062, x(ICVT) = 0.124
  TST : S = 1.6657, k = 8.8413e-02 cm/s, k/k(muVT) = 1.2145
  CVT : S = 1.6037, k = 8.5122e-02 cm/s, k/k(muVT) = 1.1693
  ICVT: S = 1.5818, k = 8.3960e-02 cm/s, k/k(muVT) = 1.1533
  muVT: S = 1.3715, k = 7.2798e-02 cm/s, k/k(muVT) = 1.0000
T = 600 K: kT = 417.02 cm^-1, reactant Qvib = 2.2359
  flux speed sqrt(kT/(2 pi mass)) = 2.8178e+04 cm/s
  x(CVT) = 0.140, x(ICVT) = 1.178
  TST : S = 3.5629, k = 5.1922e+01 cm/s, k/k(muVT) = 1.8241
  CVT : S = 3.3123, k = 4.8270e+01 cm/s, k/k(muVT) = 1.6958
  ICVT: S = 2.1736, k = 3.1676e+01 cm/s, k/k(muVT) = 1.1128
  muVT: S = 1.9532, k = 2.8465e+01 cm/s, k/k(muVT) = 1.0000
T = 1000 K: kT = 695.03 cm^-1, reactant Qvib = 6.3569
  flux speed sqrt(kT/(2 pi mass)) = 3.6377e+04 cm/s
  x(CVT) = 0.920, x(ICVT) = 1.258
  TST : S = 7.5077, k = 7.4292e+02 cm/s, k/k(muVT) = 2.8224
  CVT : S = 5.0073, k = 4.9549e+02 cm/s, k/k(muVT) = 1.8824
  ICVT: S = 2.8630, k = 2.8330e+02 cm/s, k/k(muVT) = 1.0763
  muVT: S = 2.6601, k = 2.6322e+02 cm/s, k/k(muVT) = 1.0000
Levels at 1000 K in cm^-1: rank, at x(CVT), lifted at x(ICVT), maximum, x of maximum
  1: 2121.8, 2820.1, 2820.1, 0.038
  2: 2977.7, 2969.0, 3133.5, 0.104
  3: 3143.9, 3220.7, 3222.2, 1.216
  4: 3833.7, 4044.8, 4053.3, 1.350
  5: 3999.9, 4296.5, 4322.4, 1.416
CVT flux below E0 at 1000 K: 34.57 %
S after cut at E0, surface kept at x(CVT), 1000 K: 3.2761
Labelled-level sum / muVT sum at 1000 K: 0.9897
S at 50 K (CVT, ICVT, muVT): 1.000202, 1.000173, 1.000131
Constant frequencies, 1000 K: CVT/muVT = 1.000000
Same case, cutoff E0 + 50 cm^-1: sum/muVT = 0.9926
Random level families tested: 500
Largest relative change on doubling x spacing: 1.2e-05
```
